# Electrical continuity of randomly overlapping metal disks near 0.68 coverage

## The thickness to order

A deposition time must be chosen for a thin metal film that has to carry current between two electrodes. The metal first gathers into islands, and the calculation needs the amount at which they form a connected path. Suppose that flat-topped islands of height 8 nm are placed at random and that overlapping metal piles up. If the criterion were 99 % coverage, they would require a nominal thickness of about 37 nm. If the criterion is the first connected path, the same model requires about 9 nm. The choice therefore depends on a percolation threshold.

The model consists of equal disks of radius $R$, placed independently and uniformly on an insulating plane with mean number $n$ per unit area. They may overlap freely and keep their shape. Two disks are in electrical contact if they overlap. The natural variable is

$$\eta=n\pi R^2 ,$$

the total disk area per unit substrate area, with overlaps counted repeatedly. For a large film the onset of continuity lies near $\eta_c\simeq1.13$, where about two thirds of the substrate is covered. The working value below is a covered fraction of 0.676, the established numerical value for this model. The simulations described here support it to about one hundredth, and do not fix its third digit.

## Coverage and its finite-number correction

Let $N$ disks fall on a periodic film of area $A$. A chosen point stays bare if no centre lies within $R$ of it. One disk misses the point with probability $1-\pi R^2/A$, and the disks are independent, so

$$1-\phi=\left(1-\frac{\pi R^2}{A}\right)^N=\left(1-\frac{\eta}{N}\right)^N ,$$

because $\eta=N\pi R^2/A$. Expanding the logarithm for large $N$ gives

$$N\ln\left(1-\frac{\eta}{N}\right)=-\eta-\frac{\eta^2}{2N}+O(N^{-2}),$$

and hence

$$\phi=1-e^{-\eta}\left(1-\frac{\eta^2}{2N}\right)+O(N^{-2}).$$

A square of side $100R$ holds $N=\eta\,100^2/\pi\simeq3590$ disks at $\eta=1.127$. The correction to $\phi$ is then about $6\times10^{-5}$ and can be dropped:

$$\phi=1-e^{-\eta},\qquad \eta=-\ln(1-\phi).$$

A coverage of 0.676 corresponds to $\eta=-\ln0.324=1.127$. Random points thrown on a simulated film at this $\eta$ were covered with frequency 0.677.

Two disks touch when their centres are closer than $2R$. The mean number of contacts per disk is therefore

$$n\pi(2R)^2=4\eta ,$$

or 4.51 at the working value. Direct counting gave 4.48.

## A hand estimate from topology

Coverage alone does not say whether the metal is connected. A first estimate comes from the Euler number, $\chi$ = (connected components) − (holes). It is positive when the film consists mainly of separate islands and negative when it is mainly metal with holes.

Move a horizontal line upward and follow the topology of the metal below it. Two kinds of event change $\chi$.

1. The line reaches the lowest point of a disk, and no other disk covers that point. A new component appears, so $\chi$ rises by one. The other disks leave the point bare with probability $e^{-\eta}$, so these events have density $ne^{-\eta}$.
2. The line reaches an exposed crossing of two circles at which a bare wedge closes from below. Two arms of metal join. Either two components become one, or one component encloses a hole. In both cases $\chi$ falls by one.

Other exposed points, such as disk tops, leave the topology of the swept metal unchanged.

The density of closing wedges follows from the density of circle crossings. There are $n(4\eta)/2$ overlapping pairs per unit area and two crossings per pair, hence $4\eta n$ crossings, of which a fraction $e^{-\eta}$ is exposed.

Let $\theta$ be the angle between the outward normals of the two circles at a crossing. A bare direction must point outward from both circles, so the bare wedge has opening $\pi-\theta$. It must fit wholly into the lower half-plane, which spans an angle $\pi$. This leaves a range $\pi-(\pi-\theta)=\theta$ of orientations out of $2\pi$, and the probability is $\theta/2\pi$.

The distance between the centres is $d=2R\sin(\theta/2)$. For an overlapping pair, one centre is uniformly distributed in a circle of radius $2R$ about the other, so $d$ has density $2\pi d/[\pi(2R)^2]=d/(2R^2)$. With $\mathrm{d}d=R\cos(\theta/2)\,\mathrm{d}\theta$, the density of $\theta$ is

$$p(\theta)=\frac{2R\sin(\theta/2)}{2R^2}\,R\cos(\theta/2)=\frac{\sin\theta}{2},\qquad 0<\theta<\pi .$$

Its mean is

$$\langle\theta\rangle=\frac12\int_0^\pi\theta\sin\theta\,\mathrm{d}\theta=\frac12\Big[-\theta\cos\theta+\sin\theta\Big]_0^\pi=\frac{\pi}{2}.$$

The mean closing probability is therefore $1/4$, and the closing events have density $\tfrac14\,4\eta n e^{-\eta}=\eta n e^{-\eta}$. Subtracting them from the first kind gives

$$\frac{\chi}{A}=n e^{-\eta}(1-\eta).$$

This was tested by joining disk centres into a complex of edges and triangles with the same topology as the metal, and computing vertices − edges + triangles. Per disk, the count gave 0.299, 0.001 and −0.112 at $\eta=0.5$, 1.0 and 1.5. The formula gives 0.303, 0 and −0.112.

The Euler number vanishes at $\eta=1$, where $\phi=1-1/e=0.632$. Taking this as the onset of continuity is a heuristic step, since a balance between components and holes does not prove that a long path exists. The estimate is about 0.04 low in coverage. At the working value $\eta=1.127$, the formula gives $\chi/N=0.324\times(-0.127)=-0.041$, so holes already outnumber components.

## The large-film limit and its first correction

To locate the onset itself, disks are added one by one to a square of side $L$ until they join the left edge to the right edge. From here to the end of this section $L$ is measured in units of $R$. Let $P(\eta,L)$ be the probability that the square is joined at $\eta$.

The analysis rests on the scaling hypothesis of two-dimensional percolation. Near the threshold the correlation length grows as $|\eta-\eta_c|^{-4/3}$, and $P$ depends on the ratio of $L$ to this length. The boundary adds a correction, because disks centred outside the square are absent. It affects a strip of relative width $1/L$. Thus

$$P(\eta,L)=F(x)+\frac{1}{L}G(x)+\dots,\qquad x=(\eta-\eta_c)L^{3/4}.$$

The value $F(0)$ follows from a duality. Either metal crosses the square from left to right, or a bare channel crosses from top to bottom. At the threshold of a large film these two events are taken to be statistically equivalent, which is part of the universality hypothesis, so $F(0)=1/2$. The same duality gives $F(-x)=1-F(x)$ and hence $F''(0)=0$. This matters because the number of disks is counted, not left to fluctuate. That removes a variance $\pi\eta/L^2$ from $\eta$ and adds to $P$ a term proportional to $L^{-1/2}F''(x)$. The term exceeds $G/L$ away from $x=0$, but it vanishes at $x=0$ and does not affect the leading shift of the median.

The median onset $\eta_m$ is defined by $P=1/2$. Expanding about $x=0$,

$$\frac12=\frac12+F'(0)x+\frac{G(0)}{L}+\dots
\quad\Rightarrow\quad x=-\frac{G(0)}{F'(0)}\frac1L .$$

Since $\eta_m-\eta_c=xL^{-3/4}$,

$$\boxed{\;\eta_m(L)=\eta_c+aL^{-7/4}+\dots,\qquad a=-\frac{G(0)}{F'(0)}\;}$$

For another quantile $q\ne1/2$, the leading solution is the nonzero number $x_q$ with $F(x_q)=q$. Its shift is $x_qL^{-3/4}$, which decays more slowly. The distance between two fixed quantiles, and with it the sample-to-sample scatter, also decreases as $L^{-3/4}$.

Two sizes eliminate $a$. Subtracting the medians at $L=50$ and $L=100$,

$$\eta_{50}-\eta_{100}=a\,100^{-7/4}\left(2^{7/4}-1\right),$$

and inserting $a\,100^{-7/4}$ into $\eta_c=\eta_{100}-a\,100^{-7/4}$,

$$\eta_c=\eta_{100}+w(\eta_{100}-\eta_{50}),\qquad w=\frac{1}{2^{7/4}-1}=0.423 .$$

The simulated medians were $\eta_{50}=1.130\pm0.005$ from 600 films and $\eta_{100}=1.140\pm0.005$ from 250 films. With the unrounded difference 0.0098,

$$\eta_c=1.1395+0.423\times0.0098=1.144 .$$

The two statistical errors enter with weights $1+w$ and $w$, which gives $\pm0.008$. Because $\mathrm{d}\phi/\mathrm{d}\eta=e^{-\eta}$, the coverage is

$$\phi_c=0.681\pm0.003 ,$$

where the error is one standard error. The working value 0.676 lies about two standard errors below this result.

The first correction is not resolved by these data. The difference between the medians is $0.010\pm0.007$, so neither the sign nor the size of $a$ is established. The extrapolation shows that the correction at $L=100$ is at most of the order of the statistical error. At $\phi=0.676$, the fractions of joined films were 0.48 for $L=50$ and 0.45 for $L=100$, with sampling errors of about 0.02 and 0.03. Both are compatible with one half.

The onset is already fairly sharp at $L=100$. The joined fraction was 0.008 at coverage 0.632, 0.45 at 0.676 and 0.98 at 0.720. The first of these figures shows that the topological estimate is distinct from the threshold.

The scatter fell with a measured exponent of 0.62, against 0.75 from the scaling hypothesis. The relative error of a standard deviation from $M$ nearly normal samples is about $1/\sqrt{2M}$, so the exponent has an error of about 0.08. The difference is less than two such errors. Part of it is systematic: adding the variance $\pi\eta/L^2$ of a fluctuating disk number to both measured variances raises the exponent to about 0.65.

## From geometry to current

Let each contact be a resistor of equal conductance, and apply a voltage between the edges. If no cluster touches both edges, every cluster can take a uniform potential: that of its electrode, or any constant if it is isolated. All contact currents then vanish and Kirchhoff's equations are satisfied, so the film carries no current. If a path with $m$ resistors in series joins the edges, it alone has conductance $1/m$ in units of one contact. Adding further resistors cannot reduce the total, so the film conducts.

Kirchhoff's equations were solved for 20 films of side $50R$. None carried current one disk before the geometric onset, and all did at the onset. The mean conductance was 0.064 contact units at onset, 0.48 at coverage 0.80 and 1.6 at coverage 0.90. Going from onset to 90 % coverage thus raises it roughly 25 times at this size. Real necks differ in width, so these ratios belong to the equal-resistor model. Within it, a film at the threshold is continuous but still a poor conductor.

## A silver island film on glass

Take $R=10$ nm and $h=8$ nm, rough values for silver evaporated on glass near room temperature. The island density at onset is

$$n_c=\frac{\eta_c}{\pi R^2}=\frac{1.127}{\pi(10\ \mathrm{nm})^2}=3.59\times10^{-3}\ \mathrm{nm^{-2}}=3.6\times10^{11}\ \mathrm{cm^{-2}} .$$

The same relation covers a second growth history. If a fixed density of randomly placed nuclei grows in radius, continuity occurs at $R_c=\sqrt{\eta_c/(\pi n)}$, since the geometry depends on $n$ and $R$ through $\eta$.

The nominal thickness depends on what happens where islands meet. If every disk brings its full volume and overlapping metal piles up, the thickness is $\eta_ch=1.127\times8=9.0$ nm. If the islands merge into a layer of uniform height $h$, it is $\phi_ch=0.676\times8=5.4$ nm. In both cases 32 % of the glass is bare. Both figures treat an island as flat-topped, with volume $\pi R^2h$. A spherical cap of the same base radius and height has volume $\pi h(3R^2+h^2)/6$, which is 0.61 of this, so with conserved metal the 9.0 nm would become 5.5 nm. To reach 99 % coverage, random placement needs $\ln100/1.127=4.1$ times as many disks as continuity does.

The electrode gap sets the scatter. For a square of 1000 nm the rms scatter of the onset coverage is 0.022. Dividing by $e^{-\eta}=0.324$ gives 0.067 in $\eta$, or 0.5 nm in nominal thickness if overlapping metal is conserved. Extrapolation with the exponent 0.75 gives a coverage scatter of 0.004 for a 10 µm square. These figures hold for electrodes as long as their separation.

## Corrections from the neglected physics

**Tunnelling.** Suppose that gaps up to $g$ carry useful current. Two disks are then connected at centre distance $2R+g$, as if each had radius $R+g/2$. The onset condition $n\pi(R+g/2)^2=\eta_c$ becomes

$$\eta_g=\frac{\eta_c}{(1+g/2R)^2}=\eta_c\left(1-\frac gR+\dots\right).$$

To first order the metal coverage at onset changes by

$$\delta\phi=e^{-\eta_c}\,\delta\eta=-(1-\phi_c)\,\eta_c\,\frac gR=-0.365\,\frac gR .$$

For $g=1$ nm this is −0.037, and the full expression lowers the coverage from 0.676 to 0.640. Simulation at side $50R$ gave a median $\eta$ of 1.037, against 1.025 from the formula applied to the median without gaps. The difference is about one standard error.

Whether such a gap matters depends first on its resistance. With a rough vacuum barrier of 4.5 eV, the wave function decays at $\kappa=10.9\ \mathrm{nm^{-1}}$ and the transmission is roughly $e^{-2\kappa g}$. For 100 channels, an assumed number, the resistance is

$$\frac{h_{\rm P}}{2e^2}\,\frac{e^{2\kappa g}}{100},$$

where $h_{\rm P}$ is Planck's constant. This gives about $9\times10^4$ Ω at 0.3 nm and $4\times10^{11}$ Ω at 1 nm. For a circuit that tolerates at most about $10^5$ Ω per gap, this square barrier lets only gaps up to about 0.3 to 0.4 nm matter (the prefactor dropped from the transmission is about 4 for a Fermi energy of 5.5 eV and lowers both resistances by that factor), and the coverage shift is about −0.01. Image forces, neglected here, lower the barrier strongly in such narrow gaps, so wider gaps may count and the shift may be larger. An electrometer may also register current earlier. Small isolated islands have a charging energy as well. For islands of this size it is comparable with the thermal energy at room temperature, and it hinders current through them.

**Correlated nucleation.** An existing island captures arriving atoms, so new nuclei tend to avoid its surroundings. When centres were forbidden within $R$ of earlier ones, the median onset at side $50R$ fell to $\eta=0.856\pm0.008$, from 1.130 for independent placement. The onset coverage was $0.684\pm0.005$, against $0.677\pm0.002$, a difference that is not resolved. These data limit any shift of the coverage criterion to about 0.02 in this case, while the number of disks falls by 24 %. With overlapping metal conserved, the nominal thickness becomes $0.856\times8=6.8$ nm. The relation $\phi=1-e^{-\eta}$ no longer applies, because the centres are not independent.

**Unequal islands.** A 20 % rms spread of radius gave an onset coverage of $0.683\pm0.004$ at side $50R$. This too is not resolved from the equal-disk value.

**Coalescence.** Real silver islands on glass also break the assumption of fixed shape, since silver is mobile enough for touching islands to round off. If a touching pair merges completely at constant volume and shape, $R'^3=2R^3$ and $R'=1.26R$. The pair's length drops from 40 nm to 25 nm, and its covered area falls by $1-2^{2/3}/2=21\,\%$. Contacts are lost and continuity is delayed. If all islands had merged once in this way and the merged islands were again placed at random, the critical coverage would be unchanged and both nominal thicknesses would scale with island height, by 1.26, to about 6.8 and 11.4 nm. Islands that merge where they stand are not placed at random, so the delay from a single merging can be smaller. Repeated merging adds to it, and the total delay can exceed this estimate.

Silver films on glass become continuous at a nominal thickness of very roughly 10 nm, depending on rate, temperature and surface treatment. The model result, between about 5 and 11 nm depending on island shape, overlap rule and merging, is of the same order. This agreement does not confirm the threshold, because the island height was itself a rough input and coalescence shifts the thickness by an amount the model does not determine. For films whose islands are randomly placed, overlap freely and keep their shape, a coverage near 0.68 is a reasonable criterion for the first path. A dependable conductor needs a margin above it for the finite-gap scatter and for the low conductance at onset. The numerical output below lists the values used.

## Computed results

```
eta at covered fraction 0.676: 1.1270
covered fraction by random points: 0.6773
contacts per disk, counted: 4.481
contacts per disk, 4 eta: 4.508
Euler number per disk, eta 0.5: counted 0.2985, formula 0.3033
Euler number per disk, eta 1.0: counted 0.0008, formula 0.0000
Euler number per disk, eta 1.5: counted -0.1119, formula -0.1116
hand estimate of covered fraction: 0.6321
median onset eta, side 50 R: 1.1297 +- 0.0053
median onset eta, side 100 R: 1.1395 +- 0.0053
extrapolated eta_c: 1.1436 +- 0.0079
extrapolated covered fraction: 0.6813 +- 0.0025
films joined at 0.676, side 50 R: 0.483
films joined at 0.632, side 100 R: 0.008
films joined at 0.676, side 100 R: 0.452
films joined at 0.720, side 100 R: 0.976
scatter exponent, measured (theory 0.75): 0.62
mean conductance, side 50 R, in units of one contact:
  one disk before onset: 0.0e+00
  at onset: 0.0640
  at covered fraction 0.80: 0.478
  at covered fraction 0.90: 1.635
island radius: 10.0 nm, height: 8.0 nm
island density at continuity: 3.587e+11 cm^-2
nominal thickness, metal conserved: 9.02 nm
nominal thickness, overlaps once: 5.41 nm
bare fraction at continuity: 0.324
disks for 99 % cover / disks at continuity: 4.09
rms scatter of onset cover, 500 nm square: 0.0334
rms scatter of onset cover, 1000 nm square: 0.0218
rms scatter of onset cover, 10000 nm square: 0.0039
onset eta with 1 nm gaps, side 50 R: simulated 1.037, formula 1.025
barrier: 4.5 eV, channels: 100, decay constant: 10.87 nm^-1
gap 0.3 nm: onset cover 0.6651, resistance 8.8e+04 ohm
gap 1.0 nm: onset cover 0.6402, resistance 3.6e+11 ohm
onset cover, side 50 R, equal disks: 0.6769 +- 0.0017
onset cover, side 50 R, 20 % radius spread: 0.6832 +- 0.0037
onset eta with exclusion radius R: 0.856 +- 0.008
onset cover with exclusion radius R: 0.6841 +- 0.0047
touching pair length: 40.0 nm, after full merging: 25.2 nm
covered area lost by full merging of the pair: 20.6 %
```
